# Dielectric screening by a substrate across a nanometre-scale gap: test program

```python
# Result under test: charges in a vacuum plane at height d above a substrate of
# relative permittivity eps interact, at in-plane wavevector q, as if in a medium
#     eps_eff(q) = 1 / (1 - beta*exp(-2*q*d)),  beta = (eps - 1)/(eps + 1).
# eps_eff is the interaction without the substrate divided by that with it.
# Lengths are in nm, wavevectors in 1/nm, energies in eV.
# The independent road is a finite-volume solution of Poisson's equation in z.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.special import erfc, j0

EPS_SUB = 3.9
GAP = 0.3
Q = 1.0
CELL = GAP / 60


def eps_eff_formula(q, gap, eps):
    beta = (eps - 1) / (eps + 1)
    return 1 / (1 - beta * np.exp(-2 * q * gap))


def solve_poisson(q, gap, eps, oxide=np.inf, eps_back=1.0, sheet=0.0):
    """Potential of a unit sheet charge (sigma/eps0 = 1) at z = gap.

    Substrate eps fills -oxide < z < 0, eps_back lies below it.
    sheet: induced charge in the plane is -sheet*phi (divided by eps0).
    Returns the grid, the potential and its value in the charge plane.
    """
    n_side = int(np.ceil(20 / q / CELL))
    n_gap = int(round(gap / CELL))
    faces = (np.arange(-n_side, n_side + n_gap) + 0.5) * CELL
    eps_face = np.where(faces > 0, 1.0, eps)
    eps_face = np.where(faces < -oxide, eps_back, eps_face)
    pair = eps_face[:-1] + eps_face[1:]
    bands = np.zeros((2, pair.size))
    bands[1] = pair * (1 / CELL + q**2 * CELL / 2)
    bands[0, 1:] = -eps_face[1:-1] / CELL
    plane = n_gap + n_side - 1
    bands[1, plane] += sheet
    source = np.zeros(pair.size)
    source[plane] = 1.0
    phi = solveh_banded(bands, source)
    z = np.arange(-n_side + 1, n_side + n_gap) * CELL
    return z, phi, phi[plane]


def eps_eff_numeric(q, gap, eps, **options):
    bare = solve_poisson(q, gap, 1.0)[2]
    return bare / solve_poisson(q, gap, eps, **options)[2]


# --- main result and its limits ---
beta = (EPS_SUB - 1) / (EPS_SUB + 1)
decay = np.exp(-2 * Q * GAP)
main = eps_eff_formula(Q, GAP, EPS_SUB)
main_num = eps_eff_numeric(Q, GAP, EPS_SUB)
zero_gap = (1 + EPS_SUB) / 2
zero_gap_num = eps_eff_numeric(Q, 0.0, EPS_SUB)
assert abs(main - main_num) < 1e-4
assert round(main_num, 2) == 1.48
assert abs(zero_gap - zero_gap_num) < 1e-4
assert abs(2 * Q * solve_poisson(Q, GAP, 1.0)[2] - 1) < 1e-4

table = []
for q in (0.01, 0.1, 0.3, 1.0, 3.0, 10.0):
    numeric = eps_eff_numeric(q, GAP, EPS_SUB)
    formula = eps_eff_formula(q, GAP, EPS_SUB)
    assert abs(numeric - formula) < 2e-4
    table.append((q, formula, numeric))
assert abs(table[0][2] - zero_gap) < 0.03
assert abs(table[-1][2] - 1) < 0.01

# --- whole potential profile, above and below the interface ---
z, phi, _ = solve_poisson(Q, GAP, EPS_SUB)
above = np.exp(-Q * abs(z - GAP)) - beta * np.exp(-Q * (z + GAP))
below = 2 / (1 + EPS_SUB) * np.exp(Q * (z - GAP))
profile = np.where(z >= 0, above, below)
assert np.max(abs(2 * Q * phi - profile)) < 1e-4

# --- real space: the substrate term is an image charge ---
r = 1.0
image_num = quad(lambda k: j0(k * r) * np.exp(-2 * k * GAP), 0, 80, limit=500)[0]
image = 1 / np.hypot(r, 2 * GAP)
assert abs(image_num - image) < 1e-7
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
v_bare_r = coulomb / r
v_sub_r = coulomb * (1 / r - beta * image)
v_bare_q = 2 * np.pi * coulomb / Q

# --- neglected: polarization of the graphene sheet itself ---
velocity = 1.0e6
hbar_v = const.hbar * velocity / const.e * 1e9


def dirac_pairs(k, angle, q):
    """|k+q| and spinor overlaps (opposite band, same band) for k and k+q."""
    kx, ky = k * np.cos(angle) + q, k * np.sin(angle)
    phase = np.exp(1j * (np.arctan2(ky, kx) - angle))
    return np.hypot(kx, ky), abs((1 - phase) / 2)**2, abs((1 + phase) / 2)**2


nodes, weights = np.polynomial.legendre.leggauss(300)
n_angle = 600
angles = (np.arange(n_angle) + 0.5) * 2 * np.pi / n_angle
# degeneracy 4, two time orders, measure d2k/(2 pi)^2
prefactor = 4 * 2 / (2 * np.pi)**2 * (2 * np.pi / n_angle)
response = 0.0
for lo, hi in ((0.0, 0.5), (0.5, 1.0)):
    t = (lo + hi) / 2 + (hi - lo) / 2 * nodes
    k = (Q * t / (1 - t))[:, None]
    measure = ((hi - lo) / 2 * weights * Q / (1 - t)**2)[:, None] * k
    k2, opposite, same = dirac_pairs(k, angles[None, :], Q)
    response += prefactor * np.sum(measure * opposite / (k + k2))
assert abs(response / (Q / 4) - 1) < 2e-3      # in units of 1/(hbar v)

density = 1e12 * 1e-14                         # carriers per nm^2
k_fermi = np.sqrt(np.pi * density)
assert 2 * k_fermi < Q
k = (k_fermi / 2 * (1 + nodes))[:, None]
measure = (k_fermi / 2 * weights)[:, None] * k
k2, opposite, same = dirac_pairs(k, angles[None, :], Q)
# filled states add same-band transitions and block opposite-band ones
doping_change = prefactor * np.sum(
    measure * (same / (k2 - k) - opposite / (k2 + k)))

sheet_term = const.e**2 / (8 * const.epsilon_0 * const.hbar * velocity)
assert abs(v_bare_q * response / hbar_v / sheet_term - 1) < 2e-3
with_sheet = eps_eff_numeric(Q, GAP, EPS_SUB, sheet=2 * Q * sheet_term)
assert abs(with_sheet - (main + sheet_term)) < 1e-3
zero_gap_sheet = eps_eff_numeric(Q, 0.0, EPS_SUB, sheet=2 * Q * sheet_term)
assert abs(zero_gap_sheet - (zero_gap + sheet_term)) < 1e-3

# --- neglected: substrate frequency response, gap spread, thin oxide ---
EPS_FAST = 2.1
fast = eps_eff_numeric(Q, GAP, EPS_FAST)
near = eps_eff_numeric(Q, GAP - 0.05, EPS_SUB)
far = eps_eff_numeric(Q, GAP + 0.05, EPS_SUB)
OXIDE, EPS_SI = 2.0, 11.7
thin = eps_eff_numeric(Q, GAP, EPS_SUB, oxide=OXIDE, eps_back=EPS_SI)

# --- neglected: thickness of the charge layer (Gaussian, rms width) ---
WIDTH = 0.07
u = np.linspace(-6 * WIDTH, 6 * WIDTH, 1201)
f = np.exp(-u**2 / (2 * WIDTH**2))
f /= f.sum()
direct = f @ np.exp(-Q * abs(u[:, None] - u[None, :])) @ f
reflected = beta * decay * (f @ np.exp(-Q * u))**2
thick = direct / (direct - reflected)
assert abs(thick - 1 / (1 - beta * decay / erfc(Q * WIDTH))) < 1e-4

# --- which neglected effect is largest ---
shifts = {
    "sheet polarization": with_sheet - main,
    "fast substrate response": fast - main,
    "gap 0.05 nm smaller": near - main,
    "gap 0.05 nm larger": far - main,
    "layer thickness": thick - main,
    "thin oxide on silicon": thin - main,
}
largest = max(shifts, key=lambda name: abs(shifts[name]))
assert largest == "sheet polarization"

print(f"substrate permittivity: {EPS_SUB}")
print(f"gap d: {GAP} nm; wavevector q: {Q} 1/nm")
print(f"beta: {beta:.4f}")
print(f"decay factor exp(-2qd): {decay:.4f}")
print(f"product beta*exp(-2qd): {beta * decay:.4f}")
print(f"eps_eff, formula: {main:.4f}")
print(f"eps_eff, Poisson grid: {main_num:.4f}")
print(f"zero-gap value, formula: {zero_gap:.4f}")
print(f"zero-gap value, Poisson grid: {zero_gap_num:.4f}")
print(f"zero-gap value / eps_eff: {zero_gap / main:.3f}")
print(f"bare interaction at q: {v_bare_q:.3f} eV nm^2")
print(f"interaction with substrate and gap: {v_bare_q / main:.3f} eV nm^2")
print(f"interaction with zero gap: {v_bare_q / zero_gap:.3f} eV nm^2")
print(f"crossover wavevector 1/(2d): {1 / (2 * GAP):.3f} 1/nm")
for q, formula, numeric in table:
    print(f"q = {q:5.2f} 1/nm: eps_eff formula {formula:.4f}, grid {numeric:.4f}")
print(f"bare repulsion at r = {r} nm: {v_bare_r:.3f} eV")
print(f"repulsion with substrate at r = {r} nm: {v_sub_r:.3f} eV")
print(f"real-space ratio at r = {r} nm: {v_bare_r / v_sub_r:.3f}")
print(f"Dirac velocity (rough): {velocity:.1e} m/s")
print(f"hbar*v*q: {hbar_v * Q:.3f} eV")
print(f"static response / (q/(hbar v)), summed: {response / Q:.4f}")
print(f"sheet term G: {sheet_term:.3f}")
print(f"eps_eff + G, with gap: {with_sheet:.3f}")
print(f"eps_eff + G, zero gap: {zero_gap_sheet:.3f}")
print(f"ratio of these two: {zero_gap_sheet / with_sheet:.3f}")
print(f"carrier density: {density * 1e14:.1e} 1/cm^2")
print(f"2*k_F: {2 * k_fermi:.3f} 1/nm")
print(f"Fermi energy: {hbar_v * k_fermi:.3f} eV")
print(f"thermal energy at 300 K: {const.k * 300 / const.e:.4f} eV")
print(f"response change by doping: {100 * doping_change / response:.2f} %")
print(f"fast substrate permittivity (rough): {EPS_FAST}")
print(f"eps_eff with fast permittivity: {fast:.3f}")
print(f"eps_eff at gap {GAP - 0.05:.2f} nm: {near:.3f}")
print(f"eps_eff at gap {GAP + 0.05:.2f} nm: {far:.3f}")
print(f"rms width of charge layer (rough): {WIDTH} nm")
print(f"eps_eff with that width: {thick:.3f}")
print(f"thin oxide: {OXIDE} nm on silicon of permittivity {EPS_SI}")
print(f"eps_eff with thin oxide: {thin:.4f}")
for name, shift in shifts.items():
    print(f"shift of eps_eff, {name}: {shift:+.4f}")
print(f"largest neglected effect: {largest}")
print("ALL CHECKS PASSED")
```

Output:

```
substrate permittivity: 3.9
gap d: 0.3 nm; wavevector q: 1.0 1/nm
beta: 0.5918
decay factor exp(-2qd): 0.5488
product beta*exp(-2qd): 0.3248
eps_eff, formula: 1.4811
eps_eff, Poisson grid: 1.4811
zero-gap value, formula: 2.4500
zero-gap value, Poisson grid: 2.4500
zero-gap value / eps_eff: 1.654
bare interaction at q: 9.048 eV nm^2
interaction with substrate and gap: 6.109 eV nm^2
interaction with zero gap: 3.693 eV nm^2
crossover wavevector 1/(2d): 1.667 1/nm
q =  0.01 1/nm: eps_eff formula 2.4289, grid 2.4289
q =  0.10 1/nm: eps_eff formula 2.2592, grid 2.2592
q =  0.30 1/nm: eps_eff formula 1.9776, grid 1.9776
q =  1.00 1/nm: eps_eff formula 1.4811, grid 1.4811
q =  3.00 1/nm: eps_eff formula 1.1084, grid 1.1084
q = 10.00 1/nm: eps_eff formula 1.0015, grid 1.0015
bare repulsion at r = 1.0 nm: 1.440 eV
repulsion with substrate at r = 1.0 nm: 0.709 eV
real-space ratio at r = 1.0 nm: 2.030
Dirac velocity (rough): 1.0e+06 m/s
hbar*v*q: 0.658 eV
static response / (q/(hbar v)), summed: 0.2500
sheet term G: 3.436
eps_eff + G, with gap: 4.917
eps_eff + G, zero gap: 5.886
ratio of these two: 1.197
carrier density: 1.0e+12 1/cm^2
2*k_F: 0.354 1/nm
Fermi energy: 0.117 eV
thermal energy at 300 K: 0.0259 eV
response change by doping: 0.96 %
fast substrate permittivity (rough): 2.1
eps_eff with fast permittivity: 1.242
eps_eff at gap 0.25 nm: 1.560
eps_eff at gap 0.35 nm: 1.416
rms width of charge layer (rough): 0.07 nm
eps_eff with that width: 1.545
thin oxide: 2.0 nm on silicon of permittivity 11.7
eps_eff with thin oxide: 1.4882
shift of eps_eff, sheet polarization: +3.4364
shift of eps_eff, fast substrate response: -0.2392
shift of eps_eff, gap 0.05 nm smaller: +0.0789
shift of eps_eff, gap 0.05 nm larger: -0.0648
shift of eps_eff, layer thickness: +0.0636
shift of eps_eff, thin oxide on silicon: +0.0072
largest neglected effect: sheet polarization
ALL CHECKS PASSED
```
